\section*{Why Overlapping Cascades from Molecular Ions Can Melt More Than Separate Atoms}

\section{The molecular effect in implantation damage}

A heavy diatomic ion strikes silicon and breaks up at the surface. Its two atoms enter the crystal side by side, each with the velocity it had in the molecule. A second wafer receives the same number of atoms at the same velocity, but one at a time. The atoms carry the same energy in both cases, yet the molecular beam can leave more disorder. If each atom produced its damage independently, the two wafers would be alike.

The difference can come from melting. A collision cascade turns part of the ion's energy into heat within a few nanometres. Where the local energy density exceeds that of the just-molten solid, the lattice is lost. In silicon such a small melt can cool faster than it recrystallizes and then remains amorphous. Two cascades that overlap add their energy densities, and the sum may cross a threshold that neither reaches alone.

Crossing the threshold is not sufficient for an enhancement. If each atom already melts a large region by itself, joining two of them gains little or nothing. The question is therefore where a single cascade lies relative to the threshold.

\subsection{A heat-spike model}

Let each atom deposit heat $E$ instantly in a Gaussian spike with standard deviation $\sigma$ along each axis. The target has $n$ atoms per unit volume and is uniform and unbounded. Let $e_c$ be the energy per target atom, above ambient, needed to heat and fully melt it; latent heat is included. The peak energy density of one spike is $E/[(2\pi)^{3/2}\sigma^3]$. Divided by the threshold $ne_c$, it gives
\begin{equation}
x_1=\frac{E}{(2\pi)^{3/2}\sigma^3 n e_c}.
\label{eq:x1}
\end{equation}
For $N$ like atoms with coincident spikes the peak ratio is $x=Nx_1$. Equal velocity justifies the same $E$ and $\sigma$ for an atom in the molecule and alone, provided that the atoms slow down independently.

Take first a constant diffusivity $D$ and let the energy density itself diffuse linearly. A Gaussian then stays Gaussian, and its variance per axis grows as $s=\sigma^2+2Dt$. Conservation of energy lowers the peak by $(\sigma^2/s)^{3/2}$, so the local energy density divided by the threshold is
\begin{equation}
h(r,s)=x\left(\frac{\sigma^2}{s}\right)^{3/2}e^{-r^2/2s}.
\label{eq:h}
\end{equation}
A point counts as melted if $h$ reaches 1 at any time. A place that melts late is thus counted too. The count assumes that the lattice is lost as soon as the threshold is reached, however briefly; the size of this assumption is given below.

\subsection{The melted volume}

To find the hottest moment at a fixed radius, differentiate the logarithm of Eq.~(\ref{eq:h}):
\begin{equation}
\frac{\partial\ln h}{\partial s}
=-\frac{3}{2s}+\frac{r^2}{2s^2}
=\frac{r^2-3s}{2s^2}.
\end{equation}
Since $s\ge\sigma^2$, there are two cases.

For $r^2\le3\sigma^2$ the derivative is never positive. The point is hottest at the start, with $h=x\,e^{-r^2/2\sigma^2}$. Setting this to 1 gives the melt radius
\begin{equation}
R^2=2\sigma^2\ln x .
\end{equation}
It lies in the assumed range if $1<x\le e^{3/2}$.

For $r^2>3\sigma^2$ the point first warms, because heat flows out to it, and is hottest at $s=r^2/3$. Inserting this value gives
\begin{equation}
h_{\max}=x\left(\frac{3\sigma^2}{r^2}\right)^{3/2}e^{-3/2}
=x\left(\frac{3}{e}\right)^{3/2}\frac{\sigma^3}{r^3}.
\end{equation}
Setting $h_{\max}=1$ yields $R^3=(3/e)^{3/2}x\,\sigma^3$, which lies in this range if $x>e^{3/2}$. The melted volume is therefore
\begin{equation}
V(N)=\frac{4\pi}{3}\sigma^3v(Nx_1),\qquad
v(x)=
\begin{cases}
0,&x\le1,\\
(2\ln x)^{3/2},&1<x\le e^{3/2},\\
(3/e)^{3/2}x,&x>e^{3/2}.
\end{cases}
\label{eq:v}
\end{equation}
The two nonzero branches meet at $v=3^{3/2}$.

\subsection{When melting is superlinear}

The molecule must be compared with $N$ separate melts:
\begin{equation}
\frac{V(N)}{N V(1)}=\frac{v(Nx_1)/(Nx_1)}{v(x_1)/x_1},
\qquad x_1>1 .
\end{equation}
What matters is thus the melted volume per unit of energy, $v/x$. On the middle branch,
\begin{equation}
\frac{d\ln v}{d\ln x}=\frac32\,\frac{d\ln(\ln x)}{d\ln x}=\frac{3}{2\ln x},
\qquad
\frac{d\ln(v/x)}{d\ln x}=\frac{3}{2\ln x}-1 .
\label{eq:slope}
\end{equation}
The last expression is positive for $x<e^{3/2}$ and vanishes at $x=e^{3/2}\approx4.48$. Beyond that point $v/x$ is constant. For coincident spikes in this model, with $N\ge2$ and $Nx_1>1$,
\begin{equation}
V(N)>N V(1)\quad\Longleftrightarrow\quad x_1<e^{3/2}.
\label{eq:criterion}
\end{equation}
If $x_1\le1$, separate atoms melt nothing and the molecule melts a finite volume, so the ratio has no finite value. If $x_1\ge e^{3/2}$, the volumes are equal.

The physical reason lies in the heat that is wasted. A spike just above threshold melts a small core, while most of its energy sits in surroundings that stay solid. A second spike lifts part of those surroundings over the threshold. A very dense spike behaves differently: conduction carries its excess heat outward, and the final melt no longer depends on the initial width. Inserting Eq.~(\ref{eq:x1}) into the last branch of Eq.~(\ref{eq:v}) shows this, because $\sigma$ cancels:
\begin{equation}
nV(N)=\frac{4\pi}{3}\left(\frac{3}{2\pi e}\right)^{3/2}\frac{NE}{e_c}.
\label{eq:sat}
\end{equation}
This is the largest number of melted atoms that coincident spikes of total energy $NE$ can give in the linear model.

Conduction matters for this conclusion. A count taken at the instant of deposition would give $v=(2\ln x)^{3/2}$ for every $x>1$, and the ratio for a dimer would be
\begin{equation}
\frac{V_{\rm inst}(2)}{2V_{\rm inst}(1)}
=\frac12\left[\frac{\ln(2x_1)}{\ln x_1}\right]^{3/2}.
\end{equation}
This tends to $1/2$ for large $x_1$: two nearly identical melts lie on top of each other, whereas separate atoms would melt two places. The later outward melting removes that apparent loss.

\subsection{How large the effect is}

The following round parameters describe a model target, not silicon: $n=50$ atoms/nm$^3$, $e_c=0.8$ eV per atom and $D=5$ nm$^2$/ps. Each incident atom deposits $E=6000$ eV. For $\sigma=2.0$ nm,
\begin{equation}
x_1=\frac{6000}{15.75\times2.0^3\times50\times0.8}\approx1.19 .
\end{equation}
One atom gives $v=(2\ln1.191)^{3/2}\approx0.206$. A sphere of radius $\sigma$ holds $(4\pi/3)\times2.0^3\times50\approx1676$ target atoms, so about 345 of them melt. A coincident dimer has $x=2.38$ and $v\approx2.29$, which gives about 3830 melted atoms, or 77 nm$^3$. Two separate atoms melt 690. The enhancement is $3829/690\approx5.5$ at equal total energy.

Three widths at the same $E$ represent increasingly dense cascades:
\begin{center}
\begin{tabular}{cccccc}
$\sigma$ (nm) & $x_1$ & \multicolumn{2}{c}{linear conduction} & \multicolumn{2}{c}{with latent heat}\\
 & & atom & dimer & atom & dimer\\
\hline
2.3 & 0.78 & 0 & 2163 & 0 & 4193\\
2.0 & 1.19 & 345 & 3829 & 680 & 6152\\
1.2 & 5.51 & 2313 & 4625 & 3556 & 7447
\end{tabular}
\end{center}
The entries are melted target atoms for coincident spikes. Those with latent heat come from a radial grid with cells of $0.04\sigma$, which places the melt edge up to about one cell too far inward; they are low by roughly 2 to 11\%, and on a refined grid the five nonzero entries approach about 4600, 760, 6680, 3720 and 7560. In the linear model the three rows show a melt that exists for the molecule alone, a strong enhancement, and strict proportionality. For the densest spike, the instantaneous count would give a ratio of 0.83 and suggest a loss that the full history does not show.

Adding more atoms at $\sigma=2.0$ nm exhausts the gain. For $N=1,2,3,4$ the melt per incident atom is 345, 1915, 2269 and 2313 target atoms. At $N=4$ the peak ratio is 4.76, above $e^{3/2}$, and the yield has reached the limit of Eq.~(\ref{eq:sat}). The dense single spike in the last row has the same yield, as the cancellation of $\sigma$ requires. The enhancement at this width therefore cannot exceed $2313/345\approx6.7$ for coincident spikes in the linear model with instantaneous melting.

These melts are short-lived. By Eq.~(\ref{eq:h}) the centre stays above the threshold for a time $(\sigma^2/2D)(x^{2/3}-1)$ under linear conduction: 0.05 ps for one atom and 0.31 ps for the dimer at $\sigma=2.0$ nm, and 0.30 and 0.57 ps at $\sigma=1.2$ nm. The shortest of these is below one optical-phonon period of silicon, about 0.06 ps. If a point must stay above the threshold for 0.1 ps to count, the single atom at $\sigma=2.0$ nm melts nothing while the dimer melts about 2600 atoms, and the ratio at $\sigma=1.2$ nm rises from 1 to about 1.13; for 0.2 ps it is about 2.1. Strict proportionality and the bound above therefore require melting that is fast compared with the lifetime of the melt. With latent heat the same melts last about 1 to 2.5 ps.

\subsection{What latent heat changes}

During melting, energy rises while temperature stays constant, and heat flows down the temperature gradient. Let $a$ be the fraction of $e_c$ needed to reach the melting point. With equal heat capacities and conductivities in solid and liquid, the linear equation is replaced by
\begin{equation}
\frac{\partial h}{\partial t}=D\nabla^2\tau(h),\qquad
\tau(h)=\min(h,a)+\max(h-1,0).
\label{eq:latent}
\end{equation}
Here $\tau$ is the temperature rise in units for which melting starts at $\tau=a$. The choice $a=1$ restores linear conduction; the table uses $a=0.4$.

The threshold stays at $x=1$. Since $\tau$ never decreases with $h$, the place with the largest $h$ has no hotter neighbour and cannot gain heat. A spike that starts below the threshold everywhere stays below it.

The melts are larger than in the linear model at the same $e_c$. Around the initial liquid lies a partly melted shell with $a<h<1$. Inside it $\tau=a$ is uniform, so $\nabla^2\tau=0$ and the shell keeps its energy until a front arrives from either side. The liquid next to it, which is above the melting point, supplies the missing latent heat, and the melt grows. In the linear model, by contrast, every point with $r<\sqrt3\,\sigma$ cools from the start.

Proportionality returns for very dense spikes. If the initial width is negligible, replacing $\mathbf r$ by $\lambda\mathbf r$ and $t$ by $\lambda^2t$ leaves Eq.~(\ref{eq:latent}) unchanged. Energy and melted volume both scale as $\lambda^3$ and are therefore proportional. Numerically, doubling $x$ from 20 to 40 leaves the melt per unit energy unchanged to about 1\%, which is the accuracy of the grid.

The sharp edge at $x_1=e^{3/2}$, however, belongs to linear conduction. With latent heat the dimer ratio is about 4.4 at $\sigma=2.0$ nm (4.5 on the coarse grid of the table), somewhat below the linear value. At $\sigma=1.2$ nm, where the linear model gives 1, it is about 1.02 on a refined grid (1.05 on the grid of the table). As long as melting is fast compared with the lifetime of the melt, the edge marks where the enhancement has become small.

\subsection{How close the cascades must be}

The atoms of a molecule scatter differently, and their cascade centres move apart. For two spikes centred at $z=\pm d/2$, the initial energy ratio on the line through the centres is
\begin{equation}
h(z)=2x_1e^{-d^2/8\sigma^2}e^{-z^2/2\sigma^2}
\cosh\!\left(\frac{zd}{2\sigma^2}\right).
\end{equation}
Away from this line $h$ is smaller. For $z>0$, the inequality $\tanh u\le u$ gives
\begin{equation}
\frac{d\ln h}{dz}
=-\frac{z}{\sigma^2}+\frac{d}{2\sigma^2}\tanh\!\left(\frac{zd}{2\sigma^2}\right)
\le\frac{z}{\sigma^2}\left(\frac{d^2}{4\sigma^2}-1\right).
\end{equation}
For $d\le2\sigma$ the midpoint is therefore the hottest place. Two spikes that are each below threshold melt together if $2x_1e^{-d^2/8\sigma^2}>1$, that is, if
\begin{equation}
d<d_c=\sigma\sqrt{8\ln(2x_1)},\qquad \tfrac12<x_1\le\tfrac12e^{1/2}.
\label{eq:dc}
\end{equation}
The upper limit on $x_1$ ensures $d_c\le2\sigma$. Larger separations cannot restore melting, because moving the spikes apart lowers the highest energy density.

For $\sigma=2.3$ nm, $d_c=2.3\sqrt{8\ln1.566}\approx4.4$ nm. If each centre scatters with a standard deviation of 1.5 nm per axis, 76\% of the dimers melt the target. The average melt under linear conduction is 867 atoms, compared with 2163 for coincident centres.

At $\sigma=2.0$ nm the enhancement falls from 5.5 at zero separation to 5.0, 3.4 and 1.2 at 2, 4 and 6 nm. Its average over the same scatter is 3.8.

The dense case, $\sigma=1.2$ nm, behaves differently. Coincident spikes give no gain in the linear model, but displaced ones give up to 10\%, near $d=4.1$ nm. One atom's melt of 2313 atoms has a radius of 2.2 nm, so at this maximum the two separate melts would overlap only slightly. The summed field contains both separate melts and also heats the space around and between them, which makes a gain possible when little melt is counted twice. If the separate melts do not overlap, this argument excludes a loss at any $x_1$. For overlapping melts, the calculated separations also showed none under linear conduction.

\subsection{Why separate ions do not combine}

Let a second spike arrive at the same place after a delay $t$. Under linear conduction the first has then cooled at its centre to $x_1(1+2Dt/\sigma^2)^{-3/2}$. For $\tfrac12<x_1<1$, the pair melts if
\begin{equation}
x_1\left[1+\left(1+\frac{2Dt}{\sigma^2}\right)^{-3/2}\right]>1 .
\end{equation}
Isolating the power and then raising both sides to $-2/3$, which reverses the inequality, gives
\begin{equation}
t<t_c=\frac{\sigma^2}{2D}\left[\left(\frac1{x_1}-1\right)^{-2/3}-1\right].
\end{equation}
At $\sigma=2.3$ nm the prefactor is 0.53 ps and $t_c\approx0.71$ ps.

An atom of mass 100 u and kinetic energy 10\,000 eV crosses a molecular length of 0.3 nm in about 0.002 ps, so the atoms of a molecule are simultaneous on this scale. At a flux $\phi=0.1$ ions/(nm$^2$\,s), the mean wait for another ion within a lateral distance $d_c$ is $1/(\phi\pi d_c^2)\approx0.17$ s. Thermal overlap of separate ions is negligible here. Lowering the beam current would therefore not remove this molecular effect.

\subsection{From melt to damage, and what to do}

Melted atoms are not yet damage. Suppose that a fixed fraction $\kappa$ of them stays disordered after cooling, and that ordinary collisions add $\beta$ displaced atoms per incident atom. The damage ratio is then
\begin{equation}
\frac{N\beta+\kappa nV(N)}{N\beta+N\kappa nV(1)}
=1+\frac{\kappa n\,[V(N)/N-V(1)]}{\beta+\kappa nV(1)} .
\end{equation}
The collisional part dilutes the enhancement. If the melt recrystallizes completely, $\kappa=0$ and the effect disappears. The fraction $\kappa$ may also depend on melt size, because a larger melt cools more slowly; the model does not determine it.

For a planned implant, these results suggest the following procedure.
\begin{enumerate}
\item Compare beams at equal velocity and equal atom dose. A dimer then needs twice the atomic ion's energy and half its ion dose.
\item Estimate $E$, $\sigma$ and the scatter of centres from individual cascades, and calculate $x_1$. Because $x_1\propto\sigma^{-3}$, a 10\% error in width changes it by about 30\%. An average over many impacts must not be used for $\sigma$, since it includes the scatter of the centres.
\item To limit damage from this mechanism, keep $Nx_1<1$ or implant separate atoms. To amorphize at a lower atom dose, seek $1/N<x_1<e^{3/2}$ and, for a large gain, stay well below the upper end with centres closer than about two widths. In the linear model a dimer with $x_1$ above about 3.5 gains at most about 11\%, and its best separation is about three widths or more. For a dimer with $x_1$ near $1/2$, by contrast, Eq.~(\ref{eq:dc}) requires the centres to be much closer than two widths.
\item In atomistic simulations, run the atoms together and separately, record every atom that has been in the melt, and count the disorder again after cooling. A single early snapshot can give the wrong sign for dense cascades.
\item Do not transfer an annealing schedule from atomic to molecular implants on the basis of dose alone, because the amorphous fraction may differ.
\end{enumerate}

The estimate becomes unreliable when a cascade splits into several separate hot regions, when the surface lies within a few widths, or when impacts fall on material that is already damaged. Instantaneous deposition, instantaneous melting and diffusive conduction are themselves rough over a few nanometres and fractions of a picosecond, so the window in $x_1$ is a guide to be checked against atomistic simulation, not a design limit for silicon. A warmer target lowers $e_c$ and favours melting, but it also slows cooling and gives recrystallization more time. The net change in damage then depends on $\kappa$ and has to be measured or simulated. The numerical output below gives the full set of values for the model target.

\section*{Values computed for the example and the checks}
\begin{verbatim}
atom density 50 atoms/nm^3; threshold 0.8 eV/atom
sensible fraction of threshold 0.4
heat per incident atom 6000 eV; D 5.0 nm^2/ps
upper edge of superlinear window, x1 = 4.482
slope of ln v at x=2: solver 2.171, law 2.164
--- spike width 2.3 nm: x1 = 0.783, 2 x1 = 1.566
melted by one atom, closed law: 0 target atoms
melted by coincident dimer, closed law: 2163 target atoms
solver, no plateau: one 0, dimer 2163 target atoms
solver, latent heat: one 0, dimer 4193 target atoms
dimer averaged over centres, no plateau: 867 target atoms
--- spike width 2.0 nm: x1 = 1.191, 2 x1 = 2.381
melted by one atom, closed law: 345 target atoms
melted by coincident dimer, closed law: 3829 target atoms
solver, no plateau: one 345, dimer 3830 target atoms
solver, latent heat: one 680, dimer 6152 target atoms
dimer averaged over centres, no plateau: 2639 target atoms
--- spike width 1.2 nm: x1 = 5.512, 2 x1 = 11.023
melted by one atom, closed law: 2313 target atoms
melted by coincident dimer, closed law: 4625 target atoms
solver, no plateau: one 2313, dimer 4626 target atoms
solver, latent heat: one 3556, dimer 7447 target atoms
dimer averaged over centres, no plateau: 4890 target atoms
--- dimer / two separate atoms (dimensionless)
width 2.0 nm: closed law 5.55, latent heat 4.53, centre average 3.82
  over all separations: min 1.000, max 5.548 at 0.00 nm
width 1.2 nm: closed law 1.00, latent heat 1.05, centre average 1.06
  over all separations: min 1.000, max 1.100 at 4.05 nm
width 1.2 nm, instantaneous count: 0.834
latent heat, x from 20 to 40: 1.008
width 2.0 nm, separation 0 nm: ratio 5.55
width 2.0 nm, separation 2 nm: ratio 5.04
width 2.0 nm, separation 4 nm: ratio 3.41
width 2.0 nm, separation 6 nm: ratio 1.19
--- subthreshold pair, width 2.3 nm
critical separation 4.36 nm
centre straggle 1.5 nm per axis; chance to melt 0.761
time window for combining 0.714 ps
ion mass 100 u, kinetic energy 10000 eV per atom
arrival spread over 0.3 nm: 0.00216 ps
flux 0.1 ions/(nm^2 s); mean wait for a near hit 0.168 s
--- coincident atoms, width 2.0 nm, closed law
N=1: x=1.191, melted 345, per incident atom 345 target atoms
N=2: x=2.381, melted 3829, per incident atom 1915 target atoms
N=3: x=3.572, melted 6807, per incident atom 2269 target atoms
N=4: x=4.762, melted 9251, per incident atom 2313 target atoms
\end{verbatim}
